# Pinning of a Discrete McKean Front and the Stalling Mesh: verification in Python

```python
"""Pinning of a discrete bistable front with McKean's reaction.

Equation: du_n/dt = d*(u_{n+1} - 2 u_n + u_{n-1}) - u_n + H(u_n - a)
Result under test: a stationary front from 0 (left) to 1 (right) exists
exactly when |a - 1/2| <= 1/(2 sqrt(1 + 4 d)).
d: coupling, a: threshold, H: unit step, lam: decay factor per site.
On a mesh h for u_t = D u_xx - k u + k H(u-a), d = D/(k h^2), and the
front stalls exactly when h >= |c|/k, with c the continuum front speed.
The speed on the mesh falls below c by a term of order h^(3/2).
All quantities are dimensionless; the mesh study uses D = k = 1.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import zeta


def decay_factor(d):
    return 1 + 1 / (2 * d) - np.sqrt(1 / d + 1 / (4 * d * d))


def pinning_edges(d):
    half_width = 0.5 / np.sqrt(1 + 4 * d)
    return 0.5 - half_width, 0.5 + half_width


def stationary_formula(n, d):
    lam = decay_factor(d)
    return np.where(n >= 0, 1 - lam ** (n + 1.0) / (1 + lam),
                    lam ** (-1.0 * n) / (1 + lam))


def continuum_speed(a):
    return (1 - 2 * a) / np.sqrt(a * (1 - a))


def threshold_for_speed(speed, h):
    """Threshold of a front moving at this speed on mesh h (D = k = 1).

    The Fourier integral over all wavenumbers is folded into one period.
    """
    def integrand(q):
        sine_squared = np.sin(0.5 * q * h) ** 2
        damping = 1 + 4 * sine_squared / h ** 2
        x = damping * h / speed
        below = (np.expm1(-x)) ** 2 + 4 * np.exp(-x) * sine_squared
        return -np.expm1(-2 * x) / (damping * below)

    end = np.pi / h
    breaks = [0.0] + [b for b in (1, 10, 1e2, 1e3, 1e4) if b < end] + [end]
    total = sum(quad(integrand, lo, hi, epsabs=0, epsrel=1e-11, limit=200)[0]
                for lo, hi in zip(breaks[:-1], breaks[1:]))
    return 0.5 - h * total / (2 * np.pi)


def lattice_speed(a, h):
    return brentq(lambda v: threshold_for_speed(v, h) - a, 0.01, 5.0,
                  xtol=1e-13, rtol=1e-13)


def euler_step(u, d, a, dt):
    """One explicit step in place; the two end sites stay at 0 and 1."""
    inner = u[1:-1]
    rate = d * (u[:-2] - 2 * inner + u[2:]) - inner + (inner > a)
    u[1:-1] = inner + dt * rate


def sharp_step(left_sites, right_sites):
    return np.concatenate([np.zeros(left_sites), np.ones(right_sites)])


def step_moves(d, a, fraction=0.3, total_time=30.0):
    """+1 if the sharp step advances, -1 if it retreats, 0 if it stays."""
    half = 90
    u = sharp_step(half, half)
    dt = fraction / (1 + 3 * d)
    for _ in range(int(total_time / dt)):
        euler_step(u, d, a, dt)
        if u[half - 1] > a:
            return 1
        if u[half] <= a:
            return -1
    return 0


def bisect_edge(moving, pinned, is_moving, iterations=30):
    for _ in range(iterations):
        middle = 0.5 * (moving + pinned)
        if is_moving(middle):
            moving = middle
        else:
            pinned = middle
    return 0.5 * (moving + pinned)


def time_per_site(d, a, skip, count, fraction):
    """Mean time per newly invaded site, after skip sites; also dt."""
    margin = int(15 * np.sqrt(d)) + 30
    left = skip + count + margin
    u = sharp_step(left, margin)
    dt = fraction / (1 + 3 * d)
    first, last = left - skip, left - skip - count
    start = None
    for step in range(1, 400000):
        euler_step(u, d, a, dt)
        if start is None and u[first] > a:
            start = step
        if u[last] > a:
            return (step - start) * dt / count, dt
    raise AssertionError("front did not travel")


# Every active pattern in a ten-site window: allowed thresholds by linear solves
half = 90
sites = np.arange(-half, half)
window = 10
codes = np.arange(2 ** window)
bits = (codes[None, :] >> np.arange(window)[:, None]) & 1
source = np.zeros((2 * half, codes.size))
source[half + window // 2:] = 1
source[half - window // 2: half + window // 2] = bits
is_single_step = np.all(np.diff(source, axis=0) >= 0, axis=0)
active = source > 0.5
print("Stationary fronts: all 0/1 patterns in a window (dimensionless)")
print(f"patterns examined per coupling: {codes.size}")
for d in (0.1, 0.5, 2.0, 10.0):
    matrix = ((1 + 2 * d) * np.eye(2 * half) - d * np.eye(2 * half, k=1)
              - d * np.eye(2 * half, k=-1))
    rhs = source.copy()
    rhs[-1] += d
    u_all = np.linalg.solve(matrix, rhs)
    lowest = np.where(active, -np.inf, u_all).max(axis=0)
    highest = np.where(active, u_all, np.inf).min(axis=0)
    allowed = lowest <= highest
    a_low, a_high = pinning_edges(d)
    assert np.all(allowed[is_single_step])
    assert abs(lowest[allowed].min() - a_low) < 1e-9
    assert abs(highest[allowed].max() - a_high) < 1e-9
    sharp = np.flatnonzero(np.all(source == (sites >= 0)[:, None], axis=0))[0]
    assert np.max(np.abs(u_all[:, sharp] - stationary_formula(sites, d))) < 1e-9
    others = np.count_nonzero(allowed & ~is_single_step)
    print(f"d={d:5.1f}: union of allowed a = {lowest[allowed].min():.6f} to "
          f"{highest[allowed].max():.6f}; non-monotone patterns allowed: {others}")

# Both edges found from the time-dependent equation
print("Edges from bisection on the moving or resting step")
for d in (0.1, 0.5, 2.0, 10.0):
    a_low, a_high = pinning_edges(d)
    found_low = bisect_edge(0.0, 0.5, lambda a: step_moves(d, a) == 1)
    found_high = bisect_edge(1.0, 0.5, lambda a: step_moves(d, a) == -1)
    assert abs(found_low - a_low) < 1e-8
    assert abs(found_high - a_high) < 1e-8
    print(f"d={d:5.1f}: dynamics {found_low:.7f}, {found_high:.7f}; "
          f"formula {a_low:.7f}, {a_high:.7f}")

d = 2.0
a_low, a_high = pinning_edges(d)
gap = a_high - a_low
print("Worked example, d = %.1f" % d)
print(f"decay factor lambda = {decay_factor(d):.6f}")
print(f"lower edge = {a_low:.6f}, upper edge = {a_high:.6f}, width = {gap:.6f}")
for n in range(-3, 3):
    print(f"stationary u at site {n:2d} = {float(stationary_formula(n, d)):.6f}")
coarse_time = bisect_edge(0.0, 0.5, lambda a: step_moves(d, a, 0.9) == 1)
assert abs(coarse_time - a_low) < 1e-8
print(f"time steps {0.3 / (1 + 3 * d):.4f} and {0.9 / (1 + 3 * d):.4f}: "
      f"lower edge with the larger = {coarse_time:.7f}")

# A broad smooth front inside the range must come to rest
a_inside = 0.4
u = 0.5 * (1 + np.tanh((sites - 0.3) / 8))
u[0], u[-1] = 0.0, 1.0
initial_edge = sites[np.argmax(u > a_inside)]
dt = 0.3 / (1 + 3 * d)
edges = []
for _ in range(2):
    for _ in range(int(60 / dt)):
        euler_step(u, d, a_inside, dt)
    edges.append(sites[np.argmax(u > a_inside)])
assert edges[0] == edges[1]
rest_error = np.max(np.abs(u - stationary_formula(sites - edges[1], d)))
assert rest_error < 1e-9
print(f"smooth front, a={a_inside}: first active site {initial_edge} at start, "
      f"{edges[0]} at t=60, {edges[1]} at t=120")

# Outside the range the front travels, no slower than the proved bound
print("Time per site below the lower edge, d = %.1f (reaction times)" % d)
spacing = 1 / np.sqrt(d)
for delta in (1e-1, 1e-2, 1e-4, 1e-6):
    measured, dt = time_per_site(d, a_low - delta, 10, 20, 0.03)
    relation = spacing / lattice_speed(a_low - delta, spacing)
    bound = np.log(1 + gap / delta)
    # a crossing can be registered only at the end of a time step
    assert measured <= bound + dt
    # allowance for the finite time step of the simulation
    assert abs(measured / relation - 1) < 0.02
    assert step_moves(d, a_high + delta) == -1
    print(f"distance to edge {delta:.0e}: measured {measured:.3f}, "
          f"exact relation {relation:.3f}, upper bound {bound:.3f}")

# Mesh study: true front speed and the mesh at which the front falsely stops
a = 0.4
speed = continuum_speed(a)
print(f"Mesh study, a = {a}, D = k = 1 (lengths in sqrt(D/k), times in 1/k)")
print(f"continuum speed = {speed:.5f}")
previous = np.inf
measured_speeds = {}
for h in (0.05, 0.1, 0.2, 0.3, 0.4):
    leg = int(round(5 / h))
    fraction = 0.3 if h < 0.1 else 0.1
    period, dt = time_per_site(1 / h ** 2, a, leg, leg, fraction)
    mesh_speed = h / period
    relation = lattice_speed(a, h)
    assert mesh_speed < previous
    # allowance for the finite time step of the simulation
    assert abs(mesh_speed / relation - 1) < 0.02
    previous = mesh_speed
    measured_speeds[h] = mesh_speed
    print(f"h = {h:.2f}: d = {1 / h ** 2:.2f}, speed = {mesh_speed:.5f}, "
          f"exact relation {relation:.5f}, "
          f"error = {100 * (mesh_speed / speed - 1):.2f} percent")
weight = 2 ** 1.5
extrapolated = (weight * measured_speeds[0.05] - measured_speeds[0.1]) / (weight - 1)
assert abs(extrapolated / speed - 1) < 0.01
print(f"speed extrapolated from h = 0.10 and 0.05 = {extrapolated:.5f}")

# Leading mesh error, checked on a mesh where higher orders are small
fine = 1e-4
coefficient = (zeta(1.5) * (4 + speed ** 2) ** 1.5
               / (2 * np.sqrt(2) * (2 * np.pi) ** 1.5 * np.sqrt(speed)))
fine_speed = lattice_speed(a, fine)
observed = (speed - fine_speed) / fine ** 1.5
assert abs(fine_speed - speed) < 1e-5
assert abs(observed / coefficient - 1) < 0.03
print(f"speed deficit / h^1.5: at h = {fine:.0e} {observed:.4f}, "
      f"leading law {coefficient:.4f}")

assert step_moves(1 / 0.5 ** 2, a) == 0
print(f"h = 0.50: d = {1 / 0.5 ** 2:.2f}, step moves: "
      f"{step_moves(1 / 0.5 ** 2, a) != 0}")
for a_mesh in (0.3, 0.4, 0.6):
    limit = abs(continuum_speed(a_mesh))
    found = bisect_edge(0.7 * limit, 1.5 * limit,
                        lambda h: step_moves(1 / h ** 2, a_mesh) != 0, 27)
    assert abs(found - limit) < 1e-6
    print(f"a = {a_mesh}: stalling mesh from dynamics = {found:.6f}, "
          f"|c|/k = {limit:.6f}, critical d = {1 / limit ** 2:.4f}")

print("done: every assertion held")
```

Output:

```
Stationary fronts: all 0/1 patterns in a window (dimensionless)
patterns examined per coupling: 1024
d=  0.1: union of allowed a = 0.077423 to 0.922577; non-monotone patterns allowed: 1013
d=  0.5: union of allowed a = 0.211325 to 0.788675; non-monotone patterns allowed: 1013
d=  2.0: union of allowed a = 0.333333 to 0.666667; non-monotone patterns allowed: 558
d= 10.0: union of allowed a = 0.421913 to 0.578087; non-monotone patterns allowed: 0
Edges from bisection on the moving or resting step
d=  0.1: dynamics 0.0774229, 0.9225771; formula 0.0774229, 0.9225771
d=  0.5: dynamics 0.2113249, 0.7886751; formula 0.2113249, 0.7886751
d=  2.0: dynamics 0.3333333, 0.6666667; formula 0.3333333, 0.6666667
d= 10.0: dynamics 0.4219131, 0.5780869; formula 0.4219131, 0.5780869
Worked example, d = 2.0
decay factor lambda = 0.500000
lower edge = 0.333333, upper edge = 0.666667, width = 0.333333
stationary u at site -3 = 0.083333
stationary u at site -2 = 0.166667
stationary u at site -1 = 0.333333
stationary u at site  0 = 0.666667
stationary u at site  1 = 0.833333
stationary u at site  2 = 0.916667
time steps 0.0429 and 0.1286: lower edge with the larger = 0.3333333
smooth front, a=0.4: first active site -1 at start, -1 at t=60, -1 at t=120
Time per site below the lower edge, d = 2.0 (reaction times)
distance to edge 1e-01: measured 0.793, exact relation 0.793, upper bound 1.466
distance to edge 1e-02: measured 2.430, exact relation 2.435, upper bound 3.536
distance to edge 1e-04: measured 6.566, exact relation 6.579, upper bound 8.112
distance to edge 1e-06: measured 10.933, exact relation 10.957, upper bound 12.717
Mesh study, a = 0.4, D = k = 1 (lengths in sqrt(D/k), times in 1/k)
continuum speed = 0.40825
h = 0.05: d = 400.00, speed = 0.39946, exact relation 0.39943, error = -2.15 percent
h = 0.10: d = 100.00, speed = 0.38308, exact relation 0.38306, error = -6.17 percent
h = 0.20: d = 25.00, speed = 0.33457, exact relation 0.33443, error = -18.05 percent
h = 0.30: d = 11.11, speed = 0.26240, exact relation 0.26219, error = -35.73 percent
h = 0.40: d = 6.25, speed = 0.11934, exact relation 0.11904, error = -70.77 percent
speed extrapolated from h = 0.10 and 0.05 = 0.40842
speed deficit / h^1.5: at h = 1e-04 0.7811, leading law 0.7806
h = 0.50: d = 4.00, step moves: False
a = 0.3: stalling mesh from dynamics = 0.872872, |c|/k = 0.872872, critical d = 1.3125
a = 0.4: stalling mesh from dynamics = 0.408248, |c|/k = 0.408248, critical d = 6.0000
a = 0.6: stalling mesh from dynamics = 0.408248, |c|/k = 0.408248, critical d = 6.0000
done: every assertion held
```
